# Spurious tension from a frozen plane-wave basis in two dimensions

## What goes wrong

Take a planar crystal whose energy per cell is $-37.835$ eV in a plane-wave basis cut off at 150 eV. A much larger basis, cut off at 500 eV, gives $-37.905$ eV. The difference, 0.07 eV, is 0.2% of the energy and looks harmless. The tension, the derivative of the energy with respect to cell area, is another matter. The stress formula gives 0.0483 eV/Å$^2$ in the smaller basis and 0.0071 eV/Å$^2$ in the larger one. It is too large by a factor of almost seven, and the excess shrinks a relaxed lattice for no physical reason.

Most of this error has a simple origin. A stress formula differentiates the energy with the list of plane waves held fixed, and a fixed list is not a fixed resolution: stretching the cell lengthens every wave in it. I first work this out for one isolated well, then for a crystal.

Atomic units ($\hbar=m_e=e=1$) are used in the algebra, eV and Å for numbers. Tension is $\tau=dE/dA$, with $E$ the energy per cell and $A$ the cell area. Positive $\tau$ means that the cell lowers its energy by shrinking.

## Simple case: wells that do not touch

Put one attractive well in each cell, so far from its neighbours that their overlap can be neglected. Two electrons of opposite spin occupy its lowest level. In a complete basis the energy does not depend on the cell area, so the true tension is zero.

The basis consists of waves with wavevector $\mathbf q=\mathbf k+\mathbf G$, where $\mathbf k$ lies in the Brillouin zone and $\mathbf G$ is a reciprocal lattice vector. A wave is kept if

$$\tfrac12|\mathbf k+\mathbf G|^2\le E_c .$$

When $\mathbf k$ is sampled densely, the kept waves fill a disc of radius $k_c=\sqrt{2E_c}$. The projector onto this disc commutes with every translation and contains no lattice constant. Each well therefore has the same level $\varepsilon(E_c)$ wherever it sits, and

$$E=2\,\varepsilon(E_c),$$

independent of $A$ at constant cutoff.

Now stretch the lattice isotropically from $A$ to $A'$, keeping the list of waves. Each wave is labelled by two integers, which fix $\mathbf G$, and by the fractional coordinates of $\mathbf k$; none of these numbers changes. Lattice vectors grow by $\sqrt{A'/A}$, so reciprocal vectors shrink by the inverse factor:

$$|\mathbf k+\mathbf G|^2\;\to\;\frac{A}{A'}\,|\mathbf k+\mathbf G|^2 .$$

The old disc becomes a smaller disc, with cutoff

$$E_c'=E_c\,\frac{A}{A'} .\tag{1}$$

The frozen-basis energy is thus $2\varepsilon(E_cA/A')$. Since $dE_c'/dA'=-E_cA/A'^2$, which equals $-E_c/A$ at $A'=A$,

$$\tau_{\rm basis}=-\frac{2E_c}{A}\frac{d\varepsilon}{dE_c}.\tag{2}$$

A larger variational basis cannot raise the level, so $d\varepsilon/dE_c\le0$ and the tension is positive or zero. Here all of it is false.

### What the derivative measures

Let $\phi(\mathbf q)$ be the momentum amplitude of the level, normalized by $\int d^2q\,|\phi|^2/(2\pi)^2=1$. For a round well the lowest level is round too, and the condition becomes $\int q\,dq\,|\phi|^2/(2\pi)=1$. Define

$$W(\mathbf q)=\int_{q'<k_c}\frac{d^2q'}{(2\pi)^2}\,V(\mathbf q-\mathbf q')\,\phi(\mathbf q').$$

Inside the disc the Schrödinger equation reads

$$\left(\tfrac12q^2-\varepsilon\right)\phi(\mathbf q)=-W(\mathbf q).\tag{3}$$

Add a thin shell of waves between $k_c$ and $k_c+dk$. The level couples to each new wave through $W$, and second-order perturbation theory gives

$$d\varepsilon=-\int_{\rm shell}\frac{d^2q}{(2\pi)^2}\frac{|W(\mathbf q)|^2}{\frac12q^2-\varepsilon}
=-\frac{k_c\,dk}{2\pi}\,\frac{|W(k_c)|^2}{E_c-\varepsilon}.$$

Coupling among the new waves themselves is of higher order in $dk$ and drops out. Two substitutions finish the step: $k_c\,dk=dE_c$, and, from (3) at the edge, $|W(k_c)|^2=(E_c-\varepsilon)^2|\phi(k_c)|^2$. Hence

$$\frac{d\varepsilon}{dE_c}=-\frac{(E_c-\varepsilon)\,|\phi(k_c)|^2}{2\pi},
\qquad
\tau_{\rm basis}=\frac{E_c\,(E_c-\varepsilon)\,|\phi(k_c)|^2}{\pi A}.\tag{4}$$

The false tension measures how much of the orbital lies at the edge of the disc. Stretching pulls that edge inward and cuts off amplitude the orbital was using, which costs energy.

### Limit: a large cutoff

The tension must vanish once the orbital has no weight at the edge. For numbers I take a Gaussian well, $V(r)=-V_0e^{-r^2/2s^2}$, with $V_0=50$ eV and $s=0.5$ Å, in a hexagonal cell with $a=3.2$ Å. The area is $A=\frac{\sqrt3}{2}a^2=8.868$ Å$^2$. Solving the single well in a momentum disc and using (4) gives 0.0416, 0.0095 and 0.0023 eV/Å$^2$ at cutoffs of 150, 200 and 250 eV. Over this range each further 50 eV reduces the false tension by a factor of a little over four.

## General case: a crystal

Let the wells interact. The energy now depends on area for physical reasons as well, so write it as $E(A,E_c)$: the minimum over orbitals built from waves inside the disc, averaged over $\mathbf k$. Four assumptions enter:

- The $\mathbf k$ average is dense enough for $E$ to be a smooth function of $E_c$.
- Occupations are fixed; here the lowest band is full.
- The potential does not depend on the cutoff.
- The strain is isotropic.

Relation (1) concerns the waves and not the potential, so it still holds. The frozen list at area $A'$ is the disc of cutoff $E_cA/A'$:

$$E_{\rm basis}(A')=E\!\left(A',\,E_c\frac{A}{A'}\right).$$

Differentiate with the chain rule and set $A'=A$:

$$\tau_{\rm basis}=\left.\frac{\partial E}{\partial A}\right|_{E_c}
+\frac{\partial E}{\partial E_c}\left(-\frac{E_c}{A}\right).$$

The first term is the tension at constant cutoff, $\tau_{\rm cutoff}$. Therefore

$$\boxed{\;\tau_{\rm basis}=\tau_{\rm cutoff}-\frac{E_c}{A}\frac{\partial E}{\partial E_c}\;}\tag{5}$$

The added term is never negative, again because enlarging a variational basis cannot raise the energy.

The unit prefactor belongs to two dimensions. In $d$ dimensions, with cell volume $\Omega$, wavevectors scale as $\Omega^{-1/d}$ and kinetic energies as $\Omega^{-2/d}$. The same differentiation then gives $-(2/d)(E_c/\Omega)\,\partial E/\partial E_c$. The coefficient $2/d$ is 1 in the plane and 2/3 in a bulk crystal.

### Limit: an empty lattice

Remove the potential and put two electrons in the lowest wave at each $\mathbf k$. Once the disc contains the first Brillouin zone, further waves change nothing and $\partial E/\partial E_c=0$. Equation (5) then gives no spurious term. The energy is purely kinetic and proportional to $1/A$, so both tensions equal $-E/A$, which is real pressure. The scaling of the occupied waves is therefore not at fault. The false term comes from waves that are missing and would have been used.

### The Gaussian crystal at 150 eV

For the lattice above, on a $30\times30$ mesh of $\mathbf k$ points, energy differences in the cutoff alone give $\partial E/\partial E_c=-0.002373$, in eV per eV. The spurious tension is

$$-\frac{150\ \text{eV}}{8.868\ \text{Å}^2}\times(-0.002373)=0.0401\ \text{eV/Å}^2=0.64\ \text{N/m}.$$

Separate energy differences in the area, with the basis chosen afresh at constant cutoff, give $\tau_{\rm cutoff}=0.0080$ eV/Å$^2$. The frozen-basis tension is 0.0483 eV/Å$^2$. Their difference, 0.0403 eV/Å$^2$, agrees with the formula to 0.4%. By (1), the same lists of waves enter the area differences and the cutoff differences, so their mesh errors largely cancel in this comparison. It tests the relation more sharply than it fixes either number. On meshes of about $70\times70$ points the frozen-basis tension is 0.0482 eV/Å$^2$ and the spurious term about 0.0405 eV/Å$^2$, so the cutoff derivative quoted here is good to about 1%, not to four digits. A coefficient of 2/3 would have missed by a third.

### Where smoothness fails

On a finite mesh the energy is a staircase in $E_c$: it changes when a wave enters the disc and is flat in between. On a $6\times6$ mesh, raising the cutoff by one part in a million admitted no new wave and left the energy unchanged. Taken literally, that derivative is zero, and (5) would report no spurious tension. Yet the frozen-basis tension on the same mesh is 0.0481 eV/Å$^2$, close to the dense-mesh value; other offsets of the $6\times6$ mesh give 0.0471 to 0.0484 eV/Å$^2$. The false pull is there although the local slope is not. The derivative in (5) is that of the smooth curve, so it needs a dense mesh and cutoff steps wide enough to cross many stairs.

## Why the stress formula gives the frozen-basis tension

At each $\mathbf k$ the energy of a normalized orbital with coefficients $c$ is $c^\dagger Hc$. For a fixed list of waves,

$$\frac{d}{dA}\left(c^\dagger Hc\right)=c^\dagger\frac{\partial H}{\partial A}c+2\,{\rm Re}\,\frac{dc^\dagger}{dA}Hc .$$

Since $Hc=\varepsilon c$, the last term equals $\varepsilon\,d(c^\dagger c)/dA$, which vanishes by normalization. Only the explicit dependence of $H$ on area is left. This is the Hellmann–Feynman result, and its derivation assumed that the list does not change.

Kinetic energies scale as $1/A$ and contribute $-T/A$, with $T$ the kinetic energy per cell. The well keeps its shape under strain, and its Fourier coefficient is

$$V_{\mathbf G}=\frac1A\int V(r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^2r=-\frac{2\pi s^2V_0}{A}\,e^{-G^2s^2/2}.$$

Both the prefactor and $G^2$ vary as $1/A$. The prefactor contributes $-V_{\mathbf G}/A$. The exponent contributes $V_{\mathbf G}\,(-s^2/2)(-G^2/A)$. Together,

$$\frac{\partial V_{\mathbf G}}{\partial A}=\frac{V_{\mathbf G}}{A}\left(\frac{G^2s^2}{2}-1\right),
\qquad
\tau_{\rm basis}=-\frac TA+\left\langle\frac{\partial V}{\partial A}\right\rangle .\tag{6}$$

Evaluated for the example, (6) gives 0.04827 eV/Å$^2$. Differences of the frozen-basis energy give the same figure. The stress formula is thus correct for the energy it differentiates; the trouble lies in which energy that is.

## How much of the total error is this?

Equation (5) compares two tensions in an incomplete basis. To reach the complete-basis value $\tau_\infty=dE_\infty/dA$, write $E=E_\infty+\Delta E(A,E_c)$. Then $\tau_{\rm cutoff}=\tau_\infty+\partial\Delta E/\partial A$, and

$$\tau_{\rm basis}-\tau_\infty=-\frac{E_c}{A}\frac{\partial E}{\partial E_c}+\left.\frac{\partial\Delta E}{\partial A}\right|_{E_c}.\tag{7}$$

For separated wells the last term vanishes at the level of approximation used above, because the disc does not know the lattice. In a crystal it has to be examined.

With the 500 eV basis as the reference for $\tau_\infty$, the constant-cutoff tension at 150 eV is off by $0.0080-0.0071=0.0009$ eV/Å$^2$, about 2% of the spurious term. So small a difference depends on the $\mathbf k$ mesh and on the steps used for the derivatives, so it shows that the last term in (7) is small here but does not fix its value; a $64\times64$ mesh with a smaller area step gives about 0.0006 eV/Å$^2$. Adding $(E_c/A)\,\partial E/\partial E_c$ to the output of the stress formula therefore removes nearly all the error here: $0.0483-0.0401=0.0081$ eV/Å$^2$ before rounding of the inputs, against a reference of 0.0071.

The isolated-well result (4) can be set against the total error in the crystal:

| Cutoff (eV) | Crystal error (eV/Å$^2$) | Isolated well (eV/Å$^2$) |
|---|---|---|
| 150 | 0.0411 | 0.0416 |
| 200 | 0.0094 | 0.0095 |
| 250 | 0.00225 | 0.00228 |

The agreement is about 1%. The isolated well leaves out both the last term in (7) and the effect of neighbouring wells on the cutoff term. At 150 eV these corrections are too small to separate reliably, because the crystal's cutoff term, 0.0401 eV/Å$^2$, itself carries an error from the finite $\mathbf k$ mesh.

## Generalization: stretching along one axis

Define the stress component $\sigma_{xx}=A^{-1}dE/d\epsilon_{xx}$. An isotropic strain $\epsilon$ changes the energy by $A(\sigma_{xx}+\sigma_{yy})\epsilon$ and the area by $2A\epsilon$, so

$$\tau=\tfrac12(\sigma_{xx}+\sigma_{yy}).$$

Equation (5) fixes this mean. In a hexagonal crystal the stress tensor must be unchanged by a rotation through $60^\circ$, which forces it to be a multiple of the identity, and each component then equals $\tau$. The frozen-basis example gives 0.0483 eV/Å$^2$ for a stretch along one axis, the same as for isotropic strain. In a crystal of lower symmetry the two components may differ, and (5) gives their average alone.

## Generalization: electrons that repel

The derivation of (5) used minimization over a set of waves, not a linear Schrödinger equation. It therefore carries over to a mean-field energy that depends on the density $n$, provided the functional itself does not depend on the cutoff. As a trial I add

$$E_{\rm rep}=\frac g2\int_{\rm cell}n^2\,d^2r,\qquad g=4\ \text{eV Å}^2,$$

and solve self-consistently, with cutoff, well and lattice unchanged. The frozen-basis tension becomes 0.0286 eV/Å$^2$ and the constant-cutoff tension 0.0100 eV/Å$^2$. Their difference, 0.0185 eV/Å$^2$ before rounding, agrees with the cutoff derivative to about 0.1%. As before, mesh errors largely cancel in this comparison, so it supports the relation and not the last digits of either number.

The relation survives, but the size does not: the spurious tension is less than half its former value. Equation (4) suggests a reason, namely that repulsion spreads the orbital in space and so lowers its weight at large momentum. I did not compute that weight, so this remains a conjecture. The contact form shows sensitivity to repulsion and is no substitute for the Coulomb interaction.

## What it does to a lattice constant

Suppose the layer is truly in balance at area $A$ and resists area changes with stiffness $K$, so that its elastic tension is $K\,\delta A/A$. A false tension $\tau_{\rm err}$ shifts the balance to $\tau_{\rm err}+K\,\delta A/A=0$. Because $A\propto a^2$, $\delta A/A=2\,\delta a/a$ to first order, and

$$\frac{\delta a}{a}=-\frac{\tau_{\rm err}}{2K}.\tag{8}$$

With $K=5$ eV/Å$^2$ and the total error 0.0414 eV/Å$^2$ (on a $16\times16$ mesh), this is $-0.414\%$. The spurious term by itself gives $-0.401\%$.

The false tension does not stay constant during the contraction. By (1), a frozen basis gains cutoff when the cell shrinks. At 5% smaller area the false tension has dropped to 0.832 of its starting value, both in the crystal and in the isolated-well calculation. Its relative slope is about $(1-0.832)/0.05=3.4$, which acts as an extra stiffness of $3.4\times0.0414\approx0.14$ eV/Å$^2$. The area change becomes $-0.0414/5.14=-0.0081$, and the lattice strain about $-0.40\%$. Solving the balance numerically gives $-0.403\%$, or $-0.013$ Å. The third digit depends on the mesh: the dense-mesh total error of 0.0411 eV/Å$^2$ gives $-0.401\%$.

Choosing the basis afresh at the relaxed area, with the same nominal cutoff, does not cure this. As long as the relaxation follows the stress formula, it restores the original disc and with it the pull. Minimizing energies computed at constant cutoff on a dense mesh avoids the added term of (5) and leaves only the last term of (7). Raising the cutoff does help: at 250 eV the error in the table gives, through (8), a strain of $-0.02\%$.

## Beside a real monolayer

The lattice constant and the stiffness (5 eV/Å$^2$ is 80 N/m) are rough values in the range of transition-metal dichalcogenide monolayers. The single Gaussian well is not a model of their electrons. Its gap of 17 eV is far above the optical gaps, roughly 1 to 2 eV, of the semiconducting members, though either is large compared with the thermal energy of 0.026 eV at 300 K, so fixed occupations are reasonable. The 0.4% contraction thus illustrates the size of the effect for these parameters and predicts nothing about a particular compound.

A real layer is also not strictly planar. Its orbitals have thickness and are expanded in three-dimensional waves, in a cell of fixed height. In-plane strain then rescales $q_x^2+q_y^2$ but leaves $q_z^2$ alone. A wave at the cutoff sphere changes its kinetic energy by $-\frac12(q_x^2+q_y^2)\,dA/A$. If the missing weight is spread evenly over that sphere, the average of $q_x^2+q_y^2$ is $\frac23q^2$, and the coefficient in (5) drops from 1 to 2/3. For the same $\partial E/\partial E_c$ the false contraction would fall from 0.40% to about 0.27%. For uneven weight the coefficient lies between 0 and 1, according to how much of the missing momentum is in the plane. The derivative itself must be computed for the actual layer; the change caused by repulsion above shows that it cannot be carried over from a simpler model.

Apart from the denser-mesh and other-offset values given as caveats, the computed values quoted here appear with their labels in the numerical output below, or follow from it by the arithmetic shown. The gaps and the range of parameters given for real monolayers are rough outside values.

## Values computed for the example and the checks

```
Lattice constant: 3.20 A
Cell area: 8.8681 A^2
Well depth: 50.0 eV
Well width s: 0.50 A
Cutoff: 150.0 eV
Mean number of plane waves: 27.78
Energy per cell at cutoff: -37.8353 eV
Energy per cell, 500 eV basis: -37.9047 eV
Basis error of energy: 0.0693 eV
Band gap: 17.460 eV
Thermal energy at 300 K: 0.0259 eV
Cutoff derivative dE/dEc: -0.002373 (eV per eV)
Frozen-basis tension, analytic: 0.04827 eV/A^2
Frozen-basis tension, differences: 0.04827 eV/A^2
Frozen-basis stress, one-axis stretch: 0.04832 eV/A^2
Constant-cutoff tension: 0.00800 eV/A^2
Tension in 500 eV basis: 0.00707 eV/A^2
Spurious tension from formula: 0.04014 eV/A^2
Spurious tension from formula: 0.643 N/m
Measured added tension / formula: 1.0035
Frozen-basis tension, 6x6 k mesh: 0.04811 eV/A^2
6x6 energy change, cutoff up 1 ppm: 0.000000000 eV
150 eV: isolated-well level: -18.9135 eV
150 eV: crystal tension error: 0.041137 eV/A^2
150 eV: isolated-well formula: 0.041648 eV/A^2
200 eV: isolated-well level: -18.9422 eV
200 eV: crystal tension error: 0.009413 eV/A^2
200 eV: isolated-well formula: 0.009522 eV/A^2
250 eV: isolated-well level: -18.9473 eV
250 eV: crystal tension error: 0.002254 eV/A^2
250 eV: isolated-well formula: 0.002277 eV/A^2
Area stiffness: 5.00 eV/A^2
Total tension error, 16x16 k mesh: 0.04137 eV/A^2
Error at 5% smaller area / at start: 0.8319
Same ratio, isolated well: 0.8319
False lattice strain, linear, formula: -0.4014 %
False lattice strain, linear, total error: -0.4137 %
False lattice strain, finite: -0.4030 %
False lattice-constant change: -0.0129 A
Contact repulsion: 4.00 eV A^2
With repulsion: band gap: 14.601 eV
With repulsion: frozen-basis tension: 0.02858 eV/A^2
With repulsion: constant-cutoff tension: 0.01003 eV/A^2
With repulsion: spurious tension: 0.01852 eV/A^2
With repulsion: added tension / formula: 1.0012
```
